The highest barrier need not control the rate of film growth

Consider a growing surface on which every site holds an adsorbed precursor fragment A. The fragment can turn into a second species B, and B can either turn back into A or be built into the film. Once B is built in, the site is at once refilled with A. Let k₂ be the rate constant for A → B, k₋₂ that for B → A, and k₃ that for incorporation. At 900 K, take barriers of 1.9 eV for A → B, 0.4 eV for the return and 0.7 eV for incorporation, and give every step the prefactor ν = k_BT/h = 1.875 × 10¹³ s⁻¹. Then

k₂ = 430 s⁻¹, k₋₂ = 1.08 × 10¹¹ s⁻¹, k₃ = 2.26 × 10⁹ s⁻¹.

It is natural to say that A → B, with much the highest barrier and the smallest forward rate constant, controls growth, and that each site therefore adds about 430 film units per second. The steady state says otherwise. Let θ_A and θ_B be the probabilities that a site holds A or B. B is formed as fast as it disappears:

k₂θ_A = (k₋₂ + k₃)θ_B.

The growth flux per site is J = k₃θ_B, so

J = θ_A k₂ · k₃/(k₋₂ + k₃).

The last factor is the probability that a newly formed B is incorporated before it reverts. Since k₋₂/k₃ = 48, that probability is 1/(1 + 48) = 0.020. With θ_A close to 1, growth proceeds at about 430 × 0.020 ≈ 9 units per second, not 430.

**What the barrier of step 2 does**

If k₋₂ is much larger than k₃, the flux becomes

J ≈ θ_A (k₂/k₋₂) k₃.

Raising the transition state between A and B slows both directions by the same factor and leaves k₂/k₋₂ unchanged. To this approximation the highest barrier has dropped out of the rate.

To see what replaces it, place all states on one free-energy scale. Let I_A and I_B be the levels of A and B, T₂ the transition state between them and T₃ the transition state for incorporation. With β = 1/k_BT, transition-state theory gives

k₂ = ν exp[−β(T₂ − I_A)],
k₋₂ = ν exp[−β(T₂ − I_B)],
k₃ = ν exp[−β(T₃ − I_B)].

In the ratio k₂/k₋₂ the level T₂ cancels, leaving exp[−β(I_B − I_A)]. Multiplication by k₃ cancels I_B as well:

J ≈ θ_A ν exp[−β(T₃ − I_A)].

The relevant height runs from A, where the population sits, to the transition state of the following step. It is the climb from A to B plus the barrier of step 3: 1.5 + 0.7 = 2.2 eV. No single step has a barrier of that size.

**Why the belief is tempting**

The belief is right for a sequence of irreversible steps. Number the intermediates 0, 1, …, N−1 around a cycle, and let step i lead from intermediate i−1 to intermediate i with rate constant k_i. In the steady state every step carries the same flux, J = k_iθ_{i−1}, so θ_{i−1} = J/k_i. The site must be in one of its states, hence the probabilities add to one:

1/J = 1/k₁ + 1/k₂ + … + 1/k_N.

If one rate constant is much smaller than the others, it fixes the flux.

Part of this survives when the steps are reversible. The net flux through step i is then

J = k_iθ_{i−1} − k₋ᵢθ_i ≤ k_iθ_{i−1} ≤ k_i.

The smallest forward rate constant is therefore an upper bound on the growth rate. The error lies in taking this bound for the rate itself, and its step for the controlling one.

**The general cycle**

Suppose that sites are independent, that gas pressures are fixed at the surface, and that transition-state theory holds without recrossing. Gas molecules not yet taken up, or already released, contribute their chemical potentials to the levels, so rate constants for steps that consume gas contain its pressure. Let I_j be the free energy of intermediate j and T_i that of the transition state between i−1 and i:

k_i = ν exp[−β(T_i − I_{i−1})], k₋ᵢ = ν exp[−β(T_i − I_i)].

After N steps the site is as it was, but one film unit has been added. Hence θ_N = θ₀, while I_N = I₀ + ΔG, where ΔG is negative for growth. Define

a_j = θ_j exp(βI_j), q = exp(βΔG).

The last state then has a_N = θ₀ exp[β(I₀ + ΔG)] = q a₀. Inserting the rate constants into the net flux of step i gives

J = ν exp(−βT_i)(a_{i−1} − a_i).

This has the form of a current driven through a resistance R_i = exp(βT_i)/ν:

a_{i−1} − a_i = J R_i.

Adding all N equations makes the intermediate a's cancel in pairs. With R = R₁ + … + R_N,

a₀(1 − q) = J R.

Adding only the first j equations gives a_j = a₀ − J Σ_{i≤j}R_i. Substitute a₀ = JR/(1 − q) and split R into the parts with i > j and i ≤ j:

a_j = [J/(1 − q)] [R − (1 − q) Σ_{i≤j}R_i]
 = [J/(1 − q)] [Σ_{i>j}R_i + q Σ_{i≤j}R_i].

Multiplying by exp(−βI_j) turns a_j back into a probability:

θ_j = {J/[ν(1 − q)]} Σ_i M_ij,

M_ij = exp[β(T_i − I_j)] for i > j,
M_ij = exp[β(T_i − I_j + ΔG)] for i ≤ j.

In the second line the transition state is first met after j in the next turn of the cycle, and the factor q accounts for the film unit added in between. Since the θ_j add to one,

J = ν(1 − q)/M, M = Σ_i Σ_j M_ij.

The entry M_{i,i−1} is exp[β(T_i − I_{i−1})] = ν/k_i. These entries contain the individual forward barriers, and if they alone mattered, with q negligible, the irreversible result would return. The other entries contain heights spanning several steps, and it is these that the highest-barrier rule leaves out.

**Measuring control**

A transition state controls the flux to the extent that moving it changes the flux. Define its degree of rate control, with all other levels and ΔG held fixed, as

X_i = −k_BT ∂ln J/∂T_i.

Only the entries in row i depend on T_i, and each has derivative βM_ij. Therefore

X_i = Σ_j M_ij/M, and Σ_i X_i = 1.

Inserting J into the expression for θ_j gives the matching column sum, θ_j = Σ_i M_ij/M. Differentiating ln J with respect to I_j gives the same quantity:

k_BT ∂ln J/∂I_j = θ_j.

Stabilising a populated intermediate slows growth in proportion to its population. Transition states and populations thus enter through the same table of heights.

**A complete growth cycle**

Now include the bare site. Step 1 adsorbs the precursor to form A; step 2 turns A into B and releases a gaseous by-product; step 3 incorporates B and exposes a new bare site. The model levels at 900 K, where k_BT = 0.0776 eV, are

I₀ = 0, I_A = −0.3, I_B = 1.2 eV,
T₁ = 1.4, T₂ = 1.6, T₃ = 1.9 eV, ΔG = −0.8 eV.

The forward barriers are 1.4, 1.9 and 0.7 eV. Step 2 has the largest, step 3 the smallest.

These levels are chosen to keep the arithmetic simple, not to describe a real reactor. The return from B consumes a by-product molecule, so it cannot be faster than such molecules strike the site. At 900 K and 1 bar, a site of 0.1 nm² is struck roughly 10⁸ to 10⁹ times per second, so k₋₂ = 1.08 × 10¹¹ s⁻¹ would require a by-product pressure above 100 bar. At 1 bar or below, k₋₂ is smaller than the k₃ assumed here, so with these forward barriers most of the control would lie with step 2; k₋₂ can exceed k₃ at such pressures only if incorporation is slower than assumed. The second set of levels used below has the same k₋₂ and carries the same caveat. The formulas are the same in both cases.

The largest height in the table is T₃ − I_A = 2.2 eV. Taken alone, it would give a flux ν exp(−2.2 eV/k_BT) = 8.987 s⁻¹. Relative to its entry, the others are as follows. T₂ − I_A and T₃ − I₀ are both 1.9 eV, and each contributes exp(−0.3 eV/k_BT) = 1/47.85 = 0.0209. T₂ − I₀ = 1.6 eV contributes the square of this, 0.0004. The rest are smaller still. Hence, with q = 3.3 × 10⁻⁵ negligible beside 1,

J ≈ 8.987/(1 + 0.0209 + 0.0209 + 0.0004) = 8.62 s⁻¹.

The row of T₃ gives X₃ = (1 + 0.0209)/1.0422 = 0.980, and that of T₂ gives X₂ = (0.0209 + 0.0004)/1.0422 = 0.020. The step with the smallest forward barrier has almost all the control. The rate constant of step 2 exceeds the flux by a factor of 50.

A finite change shows the same thing. Lowering T₃ by 0.1 eV multiplies the flux by 3.44; lowering T₂ by 0.1 eV multiplies it by 1.015. Lowering the level of A by 0.1 eV, with the transition states fixed, multiplies it by 0.28, because the climb out of the populated state has become longer.

In this example nearly all the free energy released in the cycle is spent in the controlling step. That is not a general rule: a fast, irreversible step after the controlling one can also take a large share. The drop across step i is k_BT ln(k_iθ_{i−1}/k₋ᵢθ_i) = k_BT ln(a_{i−1}/a_i), and the drops add up to −ΔG. Here they are 0.0001, 0.0016 and 0.798 eV: the first two steps run close to equilibrium.

A kinetic Monte Carlo trajectory makes the reversals visible. One site was followed through 4,000,000 events, each chosen with probability proportional to its rate constant and preceded by an exponentially distributed waiting time. Step 2 was crossed 140,003 times forwards and 137,097 times backwards. The difference, 2906, is also the net number of film units grown. In 334.4 s of simulated time this is 8.69 s⁻¹, which lies within the counting noise of about 1/√2906, or 2%, of the steady-state flux. Counting forward crossings of step 2 as growth would overestimate the rate nearly fiftyfold.

**Moving control without changing a forward barrier**

Let the by-product pressure be multiplied by f. The by-product has left the surface in B and in every later state of the cycle, so I_B, T₃ and the final level all shift by k_BT ln f. The levels I_A, T₁ and T₂ stay where they are. The difference T₃ − I_B is unchanged, and so are all three forward barriers and rate constants. What changes is k₋₂, which is proportional to f because the return from B consumes by-product.

When f = exp(−0.3 eV/k_BT) = 0.021, T₃ has come down to the level of T₂. The flux is then 210 s⁻¹, and X₂ and X₃ are both 0.50. At f = 10⁻⁴, T₃ lies at 1.19 eV, the flux is 419 s⁻¹ and X₂ = 0.99. Now B is nearly always incorporated before it reverts, and the flux is close to the bound of 430 s⁻¹. Lowering the pressure further brings it only to 421 s⁻¹, because about 2% of the sites remain bare.

The same three forward barriers have thus produced two different controlling steps. No rule that uses forward barriers alone can tell these cases apart.

The pressure dependence also gives a sign that can be looked for in growth data. Write p for the by-product pressure. When step 3 is rarely reversed, k₋₃θ₀ ≪ k₃θ_B, both q and the entries containing ΔG can be dropped. A small q alone is not enough: if T₁ is high and A is deep, the height T₁ − I_A + ΔG can dominate the table, step 3 is then often reversed, and the orders given below do not hold. Under the stated condition the chain rule gives

∂ln J/∂ln p = −X₃ + θ_B,

since T₃ and I_B each rise by k_BT per unit of ln p. At the original pressure θ_B is about 4 × 10⁻⁹ and the order is −0.98: the by-product inhibits growth. With control at T₂, the order approaches zero. For the precursor pressure, the levels T₁, T₂, T₃, I_A and I_B all fall by k_BT per unit of its logarithm, and the order is

X₁ + X₂ + X₃ − θ_A − θ_B = 1 − θ_A − θ_B = θ₀.

Here θ₀ = 0.02, so the surface is nearly saturated and more precursor hardly helps.

**The highest point of the diagram can also mislead**

It might seem enough to replace "highest barrier" by "highest transition state". That can fail when a deep intermediate follows the highest point. Take

I₀ = 0, I_A = −1.0, I_B = 0.5 eV,
T₁ = 1.4, T₂ = 0.9, T₃ = 1.2 eV, ΔG = −1.5 eV.

The forward barriers are again 1.4, 1.9 and 0.7 eV. The highest transition state is T₁ and the largest barrier belongs to step 2, yet X₃ = 0.98. The reason is the population: practically every site holds A, and from there T₃ is a climb of 2.2 eV. T₁ lies only 1.4 eV above the bare site that precedes it. Measured from A, it is reached in the next turn of the cycle, at a height of 1.4 + 1.0 − 1.5 = 0.9 eV.

Diluting the precursor by a factor of 10⁶ changes the populations. All levels after its uptake rise by 1.07 eV relative to the bare site, and 97% of the sites become bare. From the bare site, T₁ is now 2.47 eV up and T₃ 2.27 eV, while T₃ is still 2.2 eV above A. Control passes to adsorption, with X₁ = 0.90 and a flux of 0.24 s⁻¹. In this regime step 1 also has the largest forward barrier, so the simple rule names the right step. It does so because the most populated state now lies directly before the controlling transition state.

**Conditions and limits**

The simple rule can be trusted when the heights T_i − I_{i−1} dominate the table. For the sequence A ⇌ B → film, with A the populated state, this means k₃ much larger than k₋₂: B must go forward more readily than it goes back. The size of the barrier into B does not decide this; the relative heights of the two transition states out of B do.

The double sum itself rests on one unbranched cycle and independent sites. If neighbouring adsorbates interact, or if several pathways compete, the levels or the network change and the formula does not apply as it stands. If gas transport limits the supply, the surface pressures depend on the flux and must be found together with it. The levels are free energies at one temperature, so a height of 2.2 eV should not be read as the slope of an Arrhenius plot without separating enthalpy from entropy. Within these limits, a list of forward barriers gives an upper bound on the growth rate; finding the controlling transition state also requires the reverse rate constants, which together with the forward ones determine the populations.
